\section*{Net Image Force and Neighbour Breathing in Charged Supercells}

\section{Definitions and conventions}

A localized defect has charge density $\rho(\mathbf r)$ and net charge $q=\int\rho\,d^3r$. It is the charge added, removed or displaced in making the defect, without the polarization charge of the host, which enters through $\epsilon$ below. The full difference between the densities of the defective and the perfect crystal contains that polarization charge. It is not localized: only $q/\epsilon$ sits near the defect, and the rest is spread over the cell. The defect is repeated at the vectors $\mathbf R$ of a Bravais lattice with cell volume $V$, and a uniform background of density $-q/V$ makes each cell neutral. The host is represented by a homogeneous, isotropic medium of dielectric constant $\epsilon$. When the distant ions are held fixed, $\epsilon$ is the electronic (clamped-ion) constant, not the static one. The algebra is in atomic units; numerical results are in eV and angstrom.

The periodic potential is defined by
\begin{equation}
\phi(\mathbf r)=\frac{4\pi}{\epsilon V}\sum_{\mathbf G\ne0}
\frac{\rho_{\mathbf G}}{G^2}e^{i\mathbf G\cdot\mathbf r},
\qquad
\rho_{\mathbf G}=\int\rho(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r .
\label{potential}
\end{equation}
Here $\mathbf G$ runs over the reciprocal lattice. The background removes the $\mathbf G=0$ density. The potential is periodic and has zero mean, so the cell carries no average electric field.

A neighbour of the defect has effective charge $Z$, defined so that a field $\mathbf E=-\nabla\phi$, already screened by $\epsilon$, exerts the force $Z\mathbf E$. Its distance from the centre is $r$. A breathing displacement $u$ moves every atom of the neighbour shell outward by the same amount.

\section{The net force vanishes}

The force on the whole distribution is $\mathbf F=\int\rho\mathbf E\,d^3r$. Differentiating (\ref{potential}) brings down $i\mathbf G$, and for real $\rho$ the remaining integral is $\int\rho e^{i\mathbf G\cdot\mathbf r}d^3r=\rho_{\mathbf G}^*$. Hence
\begin{equation}
\mathbf F=-\frac{4\pi}{\epsilon V}\sum_{\mathbf G\ne0}
\frac{i\mathbf G\,|\rho_{\mathbf G}|^2}{G^2}=0 .
\label{netforce}
\end{equation}
The sum vanishes because $|\rho_{-\mathbf G}|=|\rho_{\mathbf G}|$, so the terms at $\mathbf G$ and $-\mathbf G$ cancel. This force contains the internal forces of the defect, which cancel in pairs. The force from images and background together is therefore zero as well. A point charge may be treated as a narrow spherical distribution.

The same cancellation is visible in real space. The image at $\mathbf R$ exerts the force
\begin{equation}
\mathbf F_{\mathbf R}=\frac1\epsilon\iint
\rho(\mathbf r)\rho(\mathbf r')
\frac{\mathbf r-\mathbf r'-\mathbf R}{|\mathbf r-\mathbf r'-\mathbf R|^3}
\,d^3r\,d^3r' .
\label{pair}
\end{equation}
Exchanging the names $\mathbf r$ and $\mathbf r'$ turns the numerator into $-(\mathbf r-\mathbf r'+\mathbf R)$, so $\mathbf F_{\mathbf R}=-\mathbf F_{-\mathbf R}$. In (\ref{potential}) each element of charge at $\mathbf r'$ carries its own share of the background, distributed symmetrically about $\mathbf r'$. The field of that share is odd in $\mathbf r-\mathbf r'$, so the same exchange of names cancels the background force. No symmetry of the defect or of the cell shape was used, apart from the inversion symmetry that every Bravais lattice has.

Zero net force does not mean zero force on each part. Take $\epsilon=1$, a cubic cell of unit edge, and charges $1$, $0.7$ and $-0.4$ at $(0.10,0.13,0.20)$, $(0.43,0.20,0.27)$ and $(0.20,0.50,0.35)$. Giving each a Gaussian width of $0.04$ and solving Poisson's equation by Fourier transform yields a force from images and background of magnitude $1.37$ on one of the charges. The three such forces add up to $4\times10^{-14}$, which is rounding error.

The medium in this argument is homogeneous. In an atomic crystal the host ions can take up momentum, and (\ref{netforce}) does not fix the force on one chosen atom. That force still vanishes if the symmetry of the site, in the supercell, leaves no vector invariant, as at an inversion centre.

\section{The field added by periodicity}

Let a point charge $q$ sit at the origin. Subtract its own potential and define $\phi_{\rm add}=\phi-q/(\epsilon r)$. Inside the sphere that reaches to the nearest image, the only remaining source is the background, so
\begin{equation}
\nabla^2\phi_{\rm add}
=-\frac{4\pi}{\epsilon}\left(-\frac qV\right)
=\frac{4\pi q}{\epsilon V}.
\label{poisson}
\end{equation}
Integrate $\nabla\cdot\mathbf E_{\rm add}=-\nabla^2\phi_{\rm add}$ over a sphere of radius $r$ and use the divergence theorem:
\begin{equation}
4\pi r^2\,\overline{E_r}
=-\frac{4\pi q}{\epsilon V}\,\frac{4\pi r^3}{3}
\quad\Longrightarrow\quad
\overline{E_r}=-\frac{4\pi q r}{3\epsilon V}.
\label{mean}
\end{equation}
The bar denotes the average over directions. For $q>0$ the field points inward. The sphere encloses the background charge $-q(4\pi r^3/3)/V$, which cancels a small part of the defect charge seen at $r$. The images lie outside and contribute nothing to this average, whatever the cell shape.

The direction dependence follows from a Taylor expansion. Inversion symmetry removes odd powers:
\begin{equation}
\phi_{\rm add}=\phi_0+\tfrac12\,\mathbf r\cdot A\,\mathbf r+O(r^4),
\qquad \mathbf E_{\rm add}=-A\mathbf r+O(r^3),
\qquad \operatorname{tr}A=\frac{4\pi q}{\epsilon V}.
\label{tensor}
\end{equation}
The trace comes from (\ref{poisson}). In a cubic cell $A$ must be a multiple of the unit matrix, and then
\begin{equation}
\mathbf E_{\rm add}=-\frac{4\pi q}{3\epsilon V}\,\mathbf r+O(r^3).
\label{linear}
\end{equation}

To see which source supplies this field, sum the cubic images over growing spheres centred on the defect. In the expansion of $1/|\mathbf r-\mathbf R|$, the term linear in $\mathbf r$ cancels between $\mathbf R$ and $-\mathbf R$. The quadratic term contains $P_2(\cos\theta)=(3\cos^2\theta-1)/2$, where $\theta$ is the angle between $\mathbf r$ and $\mathbf R$. Over cubic-equivalent vectors $\cos^2\theta$ averages to $1/3$, so this term also cancels. The images give no linear field, and the background sphere gives all of (\ref{linear}).

In a non-cubic cell $A$ has a traceless part as well. For six neighbours at $\pm r$ along the Cartesian axes, the mean radial component of the linear field is
\begin{equation}
-\frac r6\sum_{i=1}^{6}\hat{\mathbf r}_i\cdot A\,\hat{\mathbf r}_i
=-\frac r3\operatorname{tr}A=-\frac{4\pi qr}{3\epsilon V}.
\label{shell}
\end{equation}
The traceless part distorts the shell without driving its breathing mode at this order. A skew cell with vectors $(1,0,0)$, $(0.2,1.1,0)$ and $(0.1,0.3,1.4)$ shows the size of the effect. For $q=\epsilon=1$, Ewald summation gives added radial fields of $-0.483$, $-0.316$ and $-0.038$ at distance $0.1$ along the three axes. Their mean is $-0.279$, against $-0.272$ from (\ref{shell}). The difference comes from terms beyond the linear field, since (\ref{shell}) accounts for the linear part in full.

\section{The next term in a cubic cell}

Let $L$ be the cubic edge, so $V=L^3$. The next image term has angular momentum four. For $\mathbf r$ along a cube axis its potential is
\begin{equation}
\phi_4=\frac{qS_4}{\epsilon L^5}r^4,
\qquad
S_4=\sum_{\mathbf R\ne0}\frac{P_4(\cos\theta_{\mathbf R})}{(R/L)^5},
\label{s4}
\end{equation}
where $\theta_{\mathbf R}$ is measured from that axis. Direct summation out to $R=20L$ gives $S_4=3.108$. The corresponding field is $-d\phi_4/dr=-4S_4qr^3/(\epsilon L^5)$. It is inward for $q>0$, like the leading field, and its size relative to that field is
\begin{equation}
\frac{4S_4r^3/L^5}{4\pi r/(3L^3)}
=\frac{3S_4}{\pi}\left(\frac rL\right)^2
=2.97\left(\frac rL\right)^2 .
\label{ratio}
\end{equation}

Neighbours along cube diagonals are a second case. A quartic polynomial with cubic symmetry is a combination of $x^4+y^4+z^4$ and $r^4$. Their Laplacians are $12r^2$ and $20r^2$, so the harmonic combination is $x^4+y^4+z^4-\tfrac35r^4$. It equals $\tfrac25r^4$ on an axis and $(\tfrac13-\tfrac35)r^4=-\tfrac4{15}r^4$ on a diagonal. The correction on a diagonal is therefore $-2/3$ of that on an axis at equal $r$: it weakens the inward field, while the leading term is unchanged.

\section{Which charge drives the neighbours}

A relaxed defect is more than a point charge. Describe it by difference charges $q_i$ at $\mathbf r_i$, with $\sum_iq_i=q$ and dipole $\mathbf p=\sum_iq_i\mathbf r_i$. Moving a host ion of charge $Z$ adds $-Z$ at its old site and $+Z$ at its new one. In a cubic cell each difference charge brings its own images and background, hence an added quadratic potential $2\pi q_i|\mathbf r-\mathbf r_i|^2/(3\epsilon V)$. Taking minus the gradient and summing gives
\begin{equation}
\mathbf E_{\rm add}(\mathbf r)
=-\frac{4\pi}{3\epsilon V}\sum_iq_i(\mathbf r-\mathbf r_i)
=-\frac{4\pi}{3\epsilon V}(q\mathbf r-\mathbf p).
\label{extended}
\end{equation}
The charge at the position of the neighbour itself may stay in the sum, because its term is zero there. Breathing of an inversion-symmetric shell changes neither $q$ nor $\mathbf p=0$. The driving charge is thus the net defect charge, and the added force on a neighbour is
\begin{equation}
\Delta F=-\frac{4\pi qZr}{3\epsilon V}.
\label{force}
\end{equation}

This force also follows from an energy. With $Q=\sum_iq_ir_i^2$, the quadratic pair potentials add up to
\begin{equation}
\Delta E=\frac12\sum_{i,j}q_iq_j\frac{2\pi|\mathbf r_i-\mathbf r_j|^2}{3\epsilon V}
=\frac{2\pi}{3\epsilon V}\,(qQ-p^2).
\label{energy}
\end{equation}
The last form uses $|\mathbf r_i-\mathbf r_j|^2=r_i^2+r_j^2-2\mathbf r_i\cdot\mathbf r_j$, whose three parts sum to $qQ+qQ-2p^2$. Differentiating with respect to the position of one neighbour, with $\mathbf p=0$ after differentiation, returns (\ref{force}). The second-moment term of the charged-cell energy and the breathing force are the same effect.

\section{The displacement}

Let $u_0$ be the displacement at which the force $F_0(u)$ on a neighbour of the isolated defect vanishes, and let $r$ now be the neighbour distance at $u_0$. Define the stiffness $k=-dF_0/du$ at $u_0$, with the whole shell moving together; stability requires $k>0$. In the supercell the displacement is $u_0+\Delta u$. With $\kappa=4\pi qZ/(3\epsilon V)$, force balance to linear order in $F_0$ reads
\begin{equation}
-k\,\Delta u-\kappa(r+\Delta u)=0
\quad\Longrightarrow\quad
\Delta u=-\frac{\kappa r}{k+\kappa}.
\label{balance}
\end{equation}
For a large cell $\kappa\ll k$, and the leading term is
\begin{equation}
\Delta u=-\frac{4\pi qZr}{3\epsilon kV}.
\label{result}
\end{equation}
Both the neglected $\kappa$ in the denominator and the anharmonic part of $F_0$ enter at order $V^{-2}$. The cubic field correction enters earlier, at order $L^{-5}=V^{-5/3}$.

The displacement is inward for $qZ>0$ and outward for $qZ<0$. An anion vacancy that is not neutralized by trapped electrons has $q>0$ and cation neighbours with $Z>0$. It repels them, and the supercell reduces this outward displacement. A cation vacancy, with both signs reversed, behaves in the same way.

The $1/V$ law refers to cells enlarged at fixed shape. If only one edge grows, images across the short edges stay at a fixed distance, and neither the traceless part of $A$ nor the higher multipole fields at the neighbours vanish as $V\to\infty$. The expansion also needs $r$ well below the distance to the nearest image, and a single stable minimum that changes smoothly with $V$.

\section{A model ionic crystal}

Consider a rock-salt array of ions with charges $\pm2$, neighbour spacing $2$ angstrom and $\epsilon=4$. One anion is removed, so $q=+2$, and its six cation neighbours have $Z=+2$. Each of the six is tied to its lattice site by a spring of $20$ eV/angstrom$^2$ and moves in the breathing mode. All other ions are fixed. The model omits electronic structure, any change of short-range forces caused by the vacancy, and relaxation of further shells.

For the isolated defect, the field of the perfect infinite host is found by Ewald summation. The fields of the missing anion and of the displaced cations are then added without images. Force balance gives $u_0=0.1342$ angstrom and $r=2.134$ angstrom. A finite difference of the force gives $k=25.76$ eV/angstrom$^2$. For the supercells the forces from all ions are summed by the Ewald method and balanced anew.

In the cell with $L=8$ angstrom, $V=512$ angstrom$^3$. With $e^2/(4\pi\epsilon_0)=14.40$ eV angstrom, (\ref{linear}) gives
\begin{equation}
E=-\frac{4\pi(14.40)(2)(2.134)}{3(4)(512)}
=-0.1257\ \text{V/angstrom}.
\label{number}
\end{equation}
The force is $2\times(-0.1257)=-0.2514$ eV/angstrom, and division by $k$ gives $\Delta u=-0.00976$ angstrom. By (\ref{ratio}), the cubic correction multiplies this by $1+2.97(2.134/8)^2=1.211$, which gives $-0.0118$ angstrom. The full supercell calculation gives $-0.0125$ angstrom, or $-0.0237$ bohr. This is 9.3 percent of $u_0$.

The shifts for all cells, in units of $10^{-3}$ angstrom, are:

\begin{center}
\begin{tabular}{rrrr}
$L$ (angstrom) & supercell & leading & with $S_4$\\
8 & $-12.53$ & $-9.76$ & $-11.82$\\
12 & $-3.18$ & $-2.89$ & $-3.16$\\
16 & $-1.29$ & $-1.22$ & $-1.28$\\
20 & $-0.65$ & $-0.62$ & $-0.65$\\
24 & $-0.37$ & $-0.36$ & $-0.37$
\end{tabular}
\end{center}

Between $L=16$ and $24$ angstrom the shift varies as $V^{-1.024}$. The small excess over one is what the cubic correction predicts: its factors at the two sizes are $1.053$ and $1.023$, and they change the exponent by $-\ln(1.053/1.023)/\ln(3.375)\simeq-0.02$.

A neutral control identifies the cause. The central anion is kept, and each cation is pushed outward by $3$ eV/angstrom. The displacement at $L=12$ angstrom then differs from that at $24$ angstrom by $-2.1\times10^{-5}$ angstrom, against $-2.81\times10^{-3}$ angstrom for the charged vacancy. Without net charge the $1/V$ shift is absent in this model.

The $0.7\times10^{-3}$ angstrom still missing at $L=8$ angstrom comes mainly from images of the displaced shell. A breathing octahedral shell has its first nonzero multipole at angular momentum four, and two such multipoles interact as $L^{-9}$ at leading order. Evaluated at $u_0$ and divided by $k$, the force from the shell images gives $-0.90\times10^{-3}$ angstrom. Higher multipole fields from the images of the central charge add $-0.06\times10^{-3}$ angstrom. The change of the forces with displacement, neglected in this estimate, gives back $0.25\times10^{-3}$ angstrom.

The displaced geometry costs little energy. For six neighbours, the isolated-defect energy rises by $\tfrac12(6)k(\Delta u)^2$ in the harmonic approximation, which is $0.012$ eV at $L=8$ angstrom. This error falls as $V^{-2}$ at leading order, faster than the displacement.

\section{Elastic images have the same order}

If the surroundings can move, a second $1/V$ displacement appears, even for a neutral defect. Let the defect push on an isotropic elastic medium with force density $-P\nabla\delta(\mathbf r)$. Six outward forces $f$ at distance $d$ along the axes correspond to $P=2fd$. The displacement field $\mathbf u$ is curl-free, and with longitudinal elastic constant $C_{11}$ equilibrium reads $C_{11}\nabla(\nabla\cdot\mathbf u)=P\nabla\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)$. Integration leaves a constant, which a fixed cell sets by requiring zero mean strain:
\begin{equation}
\nabla\cdot\mathbf u=\frac P{C_{11}}
\left[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1V\right].
\label{elastic}
\end{equation}
This has the form of Poisson's equation with a background. Integrating over a sphere, as in (\ref{mean}), gives
\begin{equation}
\overline{u_r}=\frac P{4\pi C_{11}r^2}-\frac{Pr}{3C_{11}V}.
\label{elasticresult}
\end{equation}
The second term holds for a cell of fixed size and shape. It is inward for a defect that pushes outward. Relaxing the cell to zero mean stress does not remove the $1/V$ displacement. The defect exerts a mean pressure $P/V$, which expands a medium of bulk modulus $B$ and adds $Pr/(3BV)$ to the displacement. Since $B<C_{11}$, the total $1/V$ term is then outward.

A simple cubic lattice of unit spacing, with unit springs to first and second neighbours, has $C_{11}=3$ and is elastically isotropic. Unit outward forces on the six sites around the centre give $P=2$, and (\ref{elasticresult}) predicts a slope against $1/V$ of $-2/9=-0.222$. Solving the lattice equations in Fourier space for cells of $24^3$ and $48^3$ sites gives $-0.225$.

A measured $1/V$ slope therefore does not by itself identify the background field. Holding the distant ions fixed, as in the ionic model, removes the elastic images. In a full relaxation the host ions also respond to the added electric field, and (\ref{result}), with $k$ defined for a fixed environment, is then not the whole coefficient.
